# The g factor of a ²Π level in intermediate coupling

## 1. Two cases that can be seen through

Take a diatomic molecule whose electrons have orbital angular momentum one (in units of \(\hbar\)) along the axis \(\mathbf n\), and one unpaired spin. Suppose first that the spin ignores the axis. Let the spinless angular momentum be \(N=1\), and let it and the spin both point up as far as they can, so that \(M_N=1\), \(M_S=1/2\), and the total is \(J=M=3/2\).

The orbital moment is carried by \(\mathbf n\), which rotates with the molecule. Only its mean part along \(\mathbf N\) survives. As \(\mathbf n\cdot\mathbf N=1\), that part is \(\mathbf N/[N(N+1)]=\mathbf N/2\), with \(z\) component \(1/2\). The spin contributes \(2\times 1/2=1\), if its g factor is taken as 2. The sum is \(3/2\), and dividing by \(M=3/2\) gives \(g_J=1\).

Suppose next that the spin is locked parallel to the orbital momentum along the axis. The moment is then \((1+2\times\tfrac12)\mathbf n=2\mathbf n\), while \(\mathbf n\cdot\mathbf J=3/2\). The part of \(\mathbf n\) along \(\mathbf J\) is \((3/2)\mathbf J/[J(J+1)]=(2/5)\mathbf J\), so \(g_J=4/5\).

These are Hund's cases (b) and (a) for \(J=3/2\). The lowest level of OH lies between them, and its g factor requires the actual mixture of spin orientations.

## 2. Hamiltonian and conventions

The total angular momentum is \(\mathbf J=\mathbf N+\mathbf S\), with \(S=1/2\). Here \(\mathbf N=\mathbf R+\mathbf L\), where \(\mathbf R\) is the rotation of the nuclei and \(\mathbf L\) the electronic orbital momentum. The projections on \(\mathbf n\) are \(\Lambda=\pm1\) for \(\mathbf L\), \(\Sigma=\pm1/2\) for \(\mathbf S\), and \(\Omega=\Lambda+\Sigma\) for \(\mathbf J\).

The model keeps a single Π state. Components of \(\mathbf L\) perpendicular to \(\mathbf n\) change \(\Lambda\) by one unit and therefore lead out of the pair \(\Lambda=\pm1\). Inside the pair, \(\mathbf L\) acts as \(\Lambda\mathbf n\). This has three consequences.

- The nuclei rotate about an axis perpendicular to \(\mathbf n\), so \(\mathbf n\cdot\mathbf R=0\) and \(\mathbf n\cdot\mathbf N=\Lambda\).
- The rotational energy is \(B\mathbf R^2=B(\mathbf N^2-2\mathbf N\cdot\mathbf L+\mathbf L^2)\). Within the pair, \(\mathbf N\cdot\mathbf L=\Lambda^2=1\) and \(\mathbf L^2\) has a fixed mean value, so this is \(B\mathbf N^2\) plus a constant, which is dropped.
- The spin-orbit energy is \(A\Lambda\,\mathbf n\cdot\mathbf S\).

In a magnetic field \(\boldsymbol{\mathcal B}\) the Hamiltonian is

\[
H=B\mathbf N^2+A\Lambda\,\mathbf n\cdot\mathbf S+\mu_B\,\boldsymbol{\mathcal B}\cdot(\Lambda\mathbf n+g_S\mathbf S),\qquad g_S=2.002319. \tag{1}
\]

The plus sign before \(\mu_B\) expresses that the electron's moment is opposite to its angular momentum. With it, a level shifts by \(g_J\mu_B\mathcal B M\). Zero-field energies are given in units of \(B\), and \(Y=A/B\).

## 3. The zero-field matrix

From \(\mathbf N=\mathbf J-\mathbf S\), and because space-fixed components of \(\mathbf J\) and \(\mathbf S\) with the same index commute, so that \(\mathbf J\cdot\mathbf S=\mathbf S\cdot\mathbf J\),

\[
\mathbf N^2=\mathbf J^2+\mathbf S^2-2\,\mathbf J\cdot\mathbf S. \tag{2}
\]

The product \(\mathbf J\cdot\mathbf S\) is needed in the frame \(\mathbf e_x,\mathbf e_y,\mathbf e_z=\mathbf n\) that turns with the molecule. The angle about \(\mathbf n\) belongs to the electrons and supplies the third angle of the frame.

**Commutators.** Let \(J_a=\mathbf e_a\cdot\mathbf J\) and \(S_a=\mathbf e_a\cdot\mathbf S\). Both are scalars under rotations of the whole system, so the space-fixed components \(J_i\) commute with them. The frame vectors obey \([J_j,e_{ai}]=i\varepsilon_{jik}e_{ak}\) and commute with each other and with \(\mathbf S\). Hence

\[
[J_a,J_b]=[e_{ai},J_b]J_i=e_{bj}[e_{ai},J_j]J_i=-i\varepsilon_{jik}e_{bj}e_{ak}J_i=-i(\mathbf e_a\times\mathbf e_b)\cdot\mathbf J .
\]

The sign is the reverse of the usual one. For the spin, \([S_a,S_b]=+i(\mathbf e_a\times\mathbf e_b)\cdot\mathbf S\), the usual sign. Also \([J_a,S_b]=[e_{ai},S_b]J_i=0\).

**Ladder elements.** Let \(J_\pm=J_x\pm iJ_y\) in the molecular frame. The reversed sign gives \([J_z,J_-]=+J_-\), so \(J_-\) raises \(\Omega\). The squared length of \(J_-|\Omega\rangle\) is the mean value of

\[
J_+J_-=J_x^2+J_y^2-i[J_x,J_y]=\mathbf J^2-J_z^2-J_z ,
\]

which is \(J(J+1)-\Omega(\Omega+1)\). The spin operator \(S_+\) raises \(\Sigma\) from \(-1/2\) to \(+1/2\) with element 1.

Take \(\Lambda=+1\). The two states are \(|3/2\rangle\), with \(\Sigma=+1/2\), and \(|1/2\rangle\), with \(\Sigma=-1/2\). In

\[
\mathbf J\cdot\mathbf S=J_zS_z+\tfrac12(J_+S_-+J_-S_+)
\]

the first term gives \(\Omega\Sigma\), which is \(3/4\) and \(-1/4\). The term \(J_-S_+/2\) takes \(|1/2\rangle\) to \(|3/2\rangle\). With positive phases,

\[
\langle 3/2|\mathbf J\cdot\mathbf S|1/2\rangle=\tfrac12W,\qquad W^2=J(J+1)-\tfrac34=(J-\tfrac12)(J+\tfrac32). \tag{3}
\]

**The matrix.** Insert these elements in (2), with \(\mathbf S^2=3/4\), and add the spin-orbit energy \(Y\Sigma\):

\[
\begin{aligned}
h_{33}&=J(J+1)+\tfrac34-\tfrac32+\tfrac Y2=(J+\tfrac12)^2+\tfrac{Y-2}{2},\\
h_{11}&=J(J+1)+\tfrac34+\tfrac12-\tfrac Y2=(J+\tfrac12)^2-\tfrac{Y-2}{2},\\
h_{31}&=-W .
\end{aligned} \tag{4}
\]

The subscripts 3 and 1 stand for \(\Omega=3/2\) and \(1/2\). The second forms use \(J(J+1)=(J+\tfrac12)^2-\tfrac14\).

## 4. Energies and mixing

Let \(D=(Y-2)/2\), and let \(\varepsilon\) be the energy measured from \((J+\tfrac12)^2\). The remaining matrix has diagonal \(D,-D\) and off-diagonal element \(-W\), so \(\varepsilon^2=D^2+W^2\). With \(s=+1\) for the lower level and \(s=-1\) for the upper,

\[
\frac EB=(J+\tfrac12)^2-\frac{sX}{2},\qquad X=\sqrt{(Y-2)^2+4W^2}. \tag{5}
\]

Let \(c_3,c_1\) be the real, normalized amplitudes. Then \(\varepsilon=D(c_3^2-c_1^2)-2Wc_3c_1\). When a parameter of the matrix changes, the change of the amplitudes does not alter \(\varepsilon\) to first order, because the eigenvector makes this expression stationary. The derivatives therefore act on the explicit parameters alone:

\[
c_3^2-c_1^2=\frac{\partial\varepsilon}{\partial D}=\frac D\varepsilon=\frac{s(2-Y)}{X},\qquad
-2c_3c_1=\frac{\partial\varepsilon}{\partial W}=\frac W\varepsilon=-\frac{2sW}{X}.
\]

Together with \(c_3^2+c_1^2=1\) this gives

\[
c_3^2=\frac12\left[1+\frac{s(2-Y)}{X}\right],\qquad c_1^2=1-c_3^2,\qquad c_3c_1=\frac{sW}{X}. \tag{6}
\]

For \(Y<2\) the lower level is mainly \(\Omega=3/2\), and for \(Y>2\) mainly \(\Omega=1/2\). Replacing \(Y\) by \(4-Y\) leaves both energies (5) unchanged but exchanges the weights. This holds for every \(J\ge3/2\), so even all these pairs of energies together do not fix \(Y\). The single level with \(J=1/2\), whose energy is \(h_{11}=2-Y/2\), removes the ambiguity. An implementation must keep the sign of \(A\).

## 5. The g factor

Let \(\mathbf V=\Lambda\mathbf n+g_S\mathbf S\). Within one level of given \(J\), the commutators of a vector operator with \(\mathbf J\) fix all its matrix elements up to one common factor. Since \(\mathbf J\) has the same commutators, \(\mathbf V\) acts there as \(g_J\mathbf J\). Take the scalar product with \(\mathbf J\), which does not lead out of the level:

\[
J(J+1)\,g_J=\langle\mathbf V\cdot\mathbf J\rangle=\langle\Lambda\Omega+g_S\,\mathbf S\cdot\mathbf J\rangle. \tag{7}
\]

The last step uses \(\mathbf n\cdot\mathbf J=\Omega\). The elements of \(\mathbf S\cdot\mathbf J\) are known from section 3, so

\[
J(J+1)g_J=c_3^2\left(\tfrac32+\tfrac34g_S\right)+c_1^2\left(\tfrac12-\tfrac14g_S\right)+g_SW\,c_3c_1. \tag{8}
\]

The interference term contains the off-diagonal element \(W/2\) twice. Its sign does not depend on the phases of the basis states. Reversing one phase reverses the off-diagonal element in both (3) and (4), and with it the sign of \(c_3c_1\).

Write \(c_3^2=(1+q)/2\) and \(c_1^2=(1-q)/2\) with \(q=s(2-Y)/X\). Half the sum of the two brackets in (8) is \(1+g_S/4\), and half their difference is \((1+g_S)/2\). Therefore

\[
\boxed{J(J+1)g_J=1+\frac{g_S}{4}+\frac sX\left[\frac{(1+g_S)(2-Y)}{2}+g_S\,(J-\tfrac12)(J+\tfrac32)\right]} \tag{9}
\]

for \(J\ge3/2\). For \(J=1/2\) the state \(\Omega=3/2\) does not exist, and (8) with \(c_1=1\) gives \(\tfrac34g_J=\tfrac12-\tfrac14g_S\), which vanishes for \(g_S=2\).

**Both signs of Λ.** For \(\Lambda=-1\) all projections change sign. The products \(\Lambda\Sigma\), \(\Lambda\Omega\) and \(\Omega\Sigma\) do not, and the ladder element is again \(W/2\), so \(g_J\) is the same. The field term in (1) does not connect \(\Lambda=+1\) with \(-1\). It is thus the same multiple of \(M\) for every combination of the two, including the two parity states of the Λ doublet. Equal g factors in the doublet are a property of this model. Coupling to other electronic states, which produces the doubling, can make them differ slightly.

**A check for implementers.** The terms with \(s\) cancel when the two levels of one \(J\) are added:

\[
J(J+1)\,(g_{\rm lower}+g_{\rm upper})=2+\tfrac12g_S . \tag{10}
\]

## 6. Limits

**Strong spin-orbit coupling, \(Y\to-\infty\).** Here \((2-Y)/X\to1\) and \(W^2/X\to0\). The lower level has \(J(J+1)g_J=\tfrac32+\tfrac34g_S\), which gives \(4/5\) for \(J=3/2\) and \(g_S=2\). The upper level has \(\tfrac12-\tfrac14g_S\), which vanishes for \(g_S=2\), because the orbital and spin moments along the axis cancel.

The approach to this limit is uneven. For large negative \(Y\) the weight of the minor component is approximately \(W^2/(2-Y)^2\), while the interference term in (8) is, for the lower level, approximately \(g_SW^2/(2-Y)\). A small admixture thus changes \(g_J\) in first order of \(B/A\).

**No spin-orbit coupling, \(Y=0\).** Now \(X=2\sqrt{1+W^2}=2J+1\), because \(1+W^2=(J+\tfrac12)^2\). The energies (5) become \((J+\tfrac12)(J+\tfrac12-s)\), that is \(N(N+1)\) with \(N=J-s/2\). Equation (9) becomes

\[
J(J+1)g_J=1+\frac{g_S}{4}+\frac{s\,[1+g_S(J+\frac12)^2]}{2J+1}.
\]

For \(J=3/2\), \(s=1\), \(g_S=2\) the right side is \(3/2+9/4=15/4\), so \(g_J=1\), as in section 1. One caution belongs to this limit. At \(Y=0\) the two levels \(J=N\pm\tfrac12\) are degenerate, so any field mixes them, and the shift equals \(g_J\mu_B\mathcal BM\) only for the stretched states \(|M|=N+\tfrac12\). For \(N=1\), \(M=1/2\), \(g_S=2\) the shifts are \(M_N/2+2M_S=1\) and \(-1/2\) in units of \(\mu_B\mathcal B\), not \(1/2\) and \(0\). The same degeneracy occurs at \(Y=4\) for the levels of energy \(N(N+1)\) with \(N\ge2\).

**Fast rotation.** For fixed \(Y\) and \(J\) large compared with both 1 and \(|Y|\), \(W^2/X\) approaches \(J/2\), and (9) gives \(g_J\approx s\,g_S/(2J)\). The spin has left the axis and stands nearly parallel or antiparallel to \(\mathbf J\), and the orbital contribution falls off faster.

## 7. OH, J = 3/2

The spin-orbit constant of OH is negative. The rough empirical ratio \(Y\approx-7.5\) is taken as input. For \(J=3/2\), \(W^2=1\times3=3\), and

\[
X=\sqrt{(-9.5)^2+12}=10.1119,\qquad c_3^2=\tfrac12\left(1+\tfrac{9.5}{10.1119}\right)=0.9697,\qquad c_1^2=0.0303 .
\]

The energies are \(4\mp5.0559\), that is \(-1.0559\,B\) and \(9.0559\,B\). For the lower level the three contributions to \(g_J\) are

\[
\begin{aligned}
\text{orbital:}&\quad (1.5\,c_3^2+0.5\,c_1^2)/3.75=0.3919,\\
\text{spin, diagonal:}&\quad g_S(0.75\,c_3^2-0.25\,c_1^2)/3.75=0.3843,\\
\text{spin, interference:}&\quad g_S(3/10.1119)/3.75=0.1584 .
\end{aligned}
\]

Their sum, taken before rounding, is \(g_J=0.9347\), or 0.935. The admixture of \(\Omega=1/2\) is only 3 per cent in weight, yet the interference supplies 17 per cent of \(g_J\), since it is linear in the small amplitude. Its sign has a simple meaning. The term \(-2B\,\mathbf J\cdot\mathbf S\) in the rotational energy favours a spin parallel to \(\mathbf J\), and the lower level follows this preference.

In the upper \(J=3/2\) level the interference has the opposite sign and outweighs the small remainder, so \(g_J=-0.134\). The two g factors add to 0.8003, as (10) requires.

**How firm is the third digit?** With \(g_S=2\) the result is 0.9340, so the anomaly of the electron moment matters at this level. Changing \(Y\) to \(-7.4\) or \(-7.6\) gives 0.9357 or 0.9337. Mixing with other electronic states, the magnetic moment of the rotating nuclei and relativistic corrections to the moment are left out of (1). A rough estimate of the first uses a single Σ state in pure precession, 32 000 to 40 000 cm⁻¹ higher. It gives a doubling of 1.9 to 1.6 GHz, a \(g_J\) of about 0.935 in one half of the doublet, and 0.936 to 0.937 in the other. The third digit for the real molecule is therefore uncertain by one or two units. The value 0.935 is that of the model with \(Y=-7.5\).

**Independent check.** Equation (1) was also diagonalized in the space-fixed basis \(|N\Lambda M_N\rangle|M_S\rangle\), with the elements of \(\mathbf n\) found by quadrature. That calculation uses neither the reversed commutators nor the projection (7). For three values of \(Y\), \(J=3/2\) and \(5/2\), both levels and both signs of \(\Lambda\), the field slopes agree with (9) to about \(2\times10^{-8}\) in \(g_J\).

## 8. Proton spin and the maser lines

The proton spin \(I=1/2\) couples with \(\mathbf J\) to \(\mathbf F=\mathbf J+\mathbf I\), with \(F=1\) or 2. In a field weak enough to leave \(F\) intact, the projection argument is repeated with \(\mathbf F\). From \(\mathbf I^2=(\mathbf F-\mathbf J)^2\) and \(\mathbf J^2=(\mathbf F-\mathbf I)^2\),

\[
f_J=\frac{\langle\mathbf J\cdot\mathbf F\rangle}{F(F+1)}=\frac{F(F+1)+J(J+1)-I(I+1)}{2F(F+1)},\qquad f_I=1-f_J .
\]

For \(F=1\), \(f_J=(2+\tfrac{15}4-\tfrac34)/4=\tfrac54\) and \(f_I=-\tfrac14\). For \(F=2\), \(f_J=(6+3)/12=\tfrac34\) and \(f_I=\tfrac14\). The proton moment is parallel to its spin, so its energy is \(-g_p\mu_N\mathcal B I_z\), and

\[
g_F=f_J\,g_J-g_p\frac{\mu_N}{\mu_B}f_I . \tag{11}
\]

Without the small second term, \(g_F\) is 1.1683 for \(F=1\) and 0.7010 for \(F=2\).

The 1665 MHz line joins the \(F=1\) levels of the two halves of the Λ doublet, and the 1667 MHz line joins the \(F=2\) levels. Let the line at zero field be \(\nu_0\). With equal \(g_F\) in both halves, a transition between \(M\) in the lower half and \(M+q\) in the upper half has the frequency

\[
\nu=\nu_0+\frac{g_F\mu_B\mathcal B}{h}\left[(M+q)-M\right]=\nu_0+q\,\frac{g_F\mu_B\mathcal B}{h}.
\]

All components with the same \(q\) coincide. The two σ groups, \(q=\pm1\), are separated by

\[
\frac{\Delta\nu}{\mathcal B}=\frac{2g_F\mu_B}{h},\qquad \frac{\mu_B}{h}=1.39962\ \text{Hz/µG}. \tag{12}
\]

The coefficients are

\[
\begin{aligned}
F=1:&\quad 2\times1.16832\times1.39962=3.270\ \text{Hz/µG},\\
F=2:&\quad 2\times0.70099\times1.39962=1.962\ \text{Hz/µG}.
\end{aligned}
\]

The proton moment changes them to 3.273 and 1.960, so within the model 3.27 and 1.96 stand in either case. (The Σ mixing estimated in section 7 would raise the first to about 3.277 and the second to about 1.963.) They also stand, without the proton moment, for \(Y=-7.4\) and \(-7.6\). They are full separations, and one σ component moves from \(\nu_0\) by half as much. Without the proton moment their ratio is \((5/4)/(3/4)=5/3\), whatever \(g_J\) is.

## 9. Where the linear law ends

The field mixes \(F=1\) and \(F=2\) at equal \(M\). For \(|M|\le1\) there are two such states. As \(I_z^2=1/4\) and \(\langle I_z\rangle=-M/4\) for \(F=1\), the squared off-diagonal element of \(I_z\) is \(\tfrac14-\tfrac{M^2}{16}\). That of \(J_z=M-I_z\) is the same with opposite sign before squaring, so the electronic and proton terms add. With hyperfine splitting \(h\Delta\), second-order perturbation theory gives the energy shifts

\[
\delta E=\pm\frac{(g_J\mu_B+g_p\mu_N)^2\mathcal B^2}{4h\Delta}\left(1-\frac{M^2}{4}\right), \tag{13}
\]

with plus for \(F=2\) and minus for \(F=1\), if \(F=2\) lies higher. The states \(M=\pm2\) have no partner, and (13) correctly gives them no shift.

The shifts are even in \(M\). A σ component \(M\to M+1\) and its mirror image \(-M\to-M-1\) are displaced equally, so the separation of the group means is unaffected in this order. Within a group the components spread slightly.

Diagonalization at 1 mG, with rough splittings of 53 and 55 MHz in the two halves of the doublet, gives separations of 3272.54 and 1960.12 Hz, and spreads of 0.004 and 0.012 Hz. The linear law with (11) is therefore ample at this field. These spreads assume equal \(g_J\) in both halves. The difference of 0.0012 to 0.0015 from the Σ mixing estimated in section 7 spreads a group linearly in the field, by about 2 to 3 Hz for \(F=1\) and 4 to 5 Hz for \(F=2\) at 1 mG. That is far more than the quadratic spread, but still small beside the separation. The quadratic spread for \(F=2\) reaches 3 per cent of the separation at 5 G and 6 per cent at 10 G, while the separation of the group means stays linear to better than half a per cent up to 10 G. The linear law fails when \(\mu_B\mathcal B/h\) becomes comparable with \(\Delta\), at some tens of gauss. The field does not connect states of opposite parity, so the size of the Λ doubling sets no further limit in this model.

For another ²Π molecule and \(J\ge3/2\), (9) needs \(Y\) with its sign, \(J\) and the choice of level. It gives the shift only while \(\mu_B\mathcal B\) is small compared with the distance to the nearest level of \(J\pm1\). That distance is \(6.8\,B\) for the lowest level of OH, but it can be much smaller near \(Y=0\) or \(Y=4\) and at fast rotation. Equation (11) and, for lines that do not change \(F\), equation (12) then apply with its nuclear spin and nuclear g factor, provided that one nucleus carries spin and both halves of the doublet have the same \(g_F\). Caution is needed where the orbital and spin moments nearly cancel, as they do for \(J=1/2\): the contributions left out of (1) can then be larger than the \(g_J\) that remains. The proton values used here are \(g_p=5.5857\) and \(\mu_N/\mu_B=5.446\times10^{-4}\).

## Computed results

```
electron spin g factor                     2.002319
Bohr magneton / h                          1.39962 Hz/uG
largest energy error, model vs formula     1.0e-14 B
largest g error, model vs formula          2.1e-08
largest weight error, model vs formula     5.2e-11
case (a) limit, J=3/2, gS=2                0.8000
case (b) limit, J=3/2, gS=2                1.0000
OH input Y = A/B (rough)                   -7.5
X for J=3/2                                10.1119
lower, upper J=3/2 energy                  -1.0559, 9.0559 B
weight of Omega=3/2                        0.96974
weight of Omega=1/2                        0.03026
orbital part of g_J                        0.39193
diagonal spin part of g_J                  0.38431
interference spin part of g_J              0.15841
g_J, lower J=3/2                           0.93465
g_J, lower J=3/2, with gS=2                0.93403
g_J, upper J=3/2                           -0.13435
g_J, lower J=5/2                           0.48448
Y=-7.3: g_J, F=1 and F=2 coefficients      0.9367, 3.278, 1.967 Hz/uG
Y=-7.4: g_J, F=1 and F=2 coefficients      0.9357, 3.274, 1.964 Hz/uG
Y=-7.6: g_J, F=1 and F=2 coefficients      0.9337, 3.267, 1.960 Hz/uG
Y=-7.7: g_J, F=1 and F=2 coefficients      0.9327, 3.263, 1.958 Hz/uG
F=1: g_F                                   1.16832
F=1: sigma separation                      3.2704 Hz/uG
F=1: same, with proton moment              3.2725 Hz/uG
F=1: diagonalized separation at 1 mG       3272.54 Hz
F=1: spread within a sigma group at 1 mG   0.004 Hz
F=2: g_F                                   0.70099
F=2: sigma separation                      1.9622 Hz/uG
F=2: same, with proton moment              1.9601 Hz/uG
F=2: diagonalized separation at 1 mG       1960.12 Hz
F=2: spread within a sigma group at 1 mG   0.012 Hz
hyperfine splittings used (rough)          53, 55 MHz
ratio of coefficients, no proton moment    1.66667
```
